# Free-Electron Matching and the Inverse-Square Law for Simple-Cubic sp Couplings

A tight-binding code whose couplings were fitted at one interatomic distance has no information about any other distance. If it keeps both them and the on-site energies fixed while the crystal expands, the bandwidths stay fixed too, and the couplings contribute nothing to the pressure. In the model crystal treated below, an s–s coupling of −0.0493 hartree at 5 bohr should become −0.0343 hartree at 6 bohr. Keeping the old value makes it 44% too large in magnitude, relative to the rescaled one.

Matching to free-electron levels supplies both the distance dependence and the prefactors. For a simple cubic crystal with neighbour distance $d$,

$$V_{ss\sigma}=-\frac{\pi^2}{8}\frac{\hbar^2}{md^2},\qquad
V_{pp\sigma}=\frac{3\pi^2}{8}\frac{\hbar^2}{md^2},\qquad
V_{pp\pi}=-\frac{\pi^2}{8}\frac{\hbar^2}{md^2}.$$

Here $m$ is the electron mass. The match holds at the symmetry points defined below; the two sets of bands are not identical elsewhere. The inverse square comes from the kinetic energy, and the coefficients belong to this lattice and this matching rule.

## Model and sign conventions

Hartree atomic units are used from here on, so $\hbar=m=1$. Each atom carries one s orbital and three p orbitals. The basis is taken as orthonormal, and only nearest neighbours are coupled. The couplings are two-centre: the Hamiltonian between two atoms is treated as symmetric about their bond.

Let $\mathbf u$ be the unit vector from the first atom to the second, and $\mathbf e_i$ the Cartesian unit vectors. A p orbital transforms as a vector, so $p_i$ has a part $u_i$ along the bond and a part $\mathbf e_i-u_i\mathbf u$ across it. The parts along and across the bond do not couple to each other, because they have different angular momentum about the bond axis. Therefore

$$\begin{aligned}
\langle p_i|H|p_j\rangle
&=u_iu_jV_{pp\sigma}+(\mathbf e_i-u_i\mathbf u)\cdot(\mathbf e_j-u_j\mathbf u)\,V_{pp\pi}\\
&=u_iu_jV_{pp\sigma}+(\delta_{ij}-u_iu_j)V_{pp\pi}.
\end{aligned}$$

The scalar product was expanded as $\delta_{ij}-u_iu_j-u_iu_j+u_iu_j$.

For an s orbital on the first atom and $p_j$ on the second, the element is $u_jV_{sp\sigma}$. With the p orbital on the first atom and the s orbital on the second it is $-u_iV_{sp\sigma}$, since exchanging the two positions reverses the bond direction seen from the p orbital. The positive lobe of $p_x$ points along $+x$, and $V_{sp\sigma}>0$.

The Bloch matrix is

$$H_{ab}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle a,\mathbf 0|H|b,\mathbf R\rangle .$$

The six neighbours lie at $\pm d$ along each axis. Write $c_i=\cos k_id$. Each opposite pair contributes $e^{ik_id}+e^{-ik_id}=2c_i$ to a diagonal element. For $p_x$, the pair along $x$ couples through $V_{pp\sigma}$ and the other two pairs through $V_{pp\pi}$:

$$\begin{aligned}
H_{ss}&=\varepsilon_s+2V_{ss\sigma}(c_x+c_y+c_z),\\
H_{xx}&=\varepsilon_p+2V_{pp\sigma}c_x+2V_{pp\pi}(c_y+c_z).
\end{aligned}$$

The elements for $p_y$ and $p_z$ follow by exchanging axes. Different p orbitals do not mix, because $u_iu_j=0$ for $i\ne j$ on every bond. The s–$p_x$ element is

$$H_{sx}=V_{sp\sigma}(e^{ik_xd}-e^{-ik_xd})=2iV_{sp\sigma}\sin k_xd .$$

## Which levels are to be matched

Consider the eight wave vectors whose components are each 0 or $\pi/d$. They include $\Gamma=(0,0,0)$ and $X=(\pi/d,0,0)$. Every sine vanishes there, so the tight-binding levels are pure s or pure p, whatever the value of $V_{sp\sigma}$.

Energy order alone does not say which free-electron level belongs to which orbital. Mirror parity does. The mirror $x\to-x$ through an atom changes $k_x$ into $-k_x$. At these points the two differ by 0 or $2\pi/d$, which is a reciprocal-lattice component, so the wave vector is equivalent to itself. A Bloch sum of s orbitals is even under all three mirrors. A sum of $p_x$ orbitals is odd under $x\to-x$ and even under the other two.

The matching rule is that each tight-binding level equals the lowest free-electron level with the same wave vector and the same three parities. The constant potential of the free electrons is the zero of energy.

A free wave is a product of one factor per axis, and its energy is a sum of one term per axis. The lowest wave of given parities is therefore the product of the lowest factors:

- For $k_i=0$, the lowest even factor is 1, with energy 0. The lowest odd factor is $\sin(2\pi x_i/d)$, with energy $\tfrac12(2\pi/d)^2=2\pi^2/d^2$.
- For $k_i=\pi/d$, the lowest factors are $\cos(\pi x_i/d)$ and $\sin(\pi x_i/d)$. Both have energy $\tfrac12(\pi/d)^2=\pi^2/(2d^2)$.

## The three coefficients from Γ and X

Going from $\Gamma$ to $X$ changes $c_x$ from 1 to −1 and leaves $c_y=c_z=1$. On-site energies cancel in the difference.

For s, the free level rises from 0 to $\pi^2/(2d^2)$:

$$-4V_{ss\sigma}=\frac{\pi^2}{2d^2}
\quad\Rightarrow\quad V_{ss\sigma}=-\frac{\pi^2}{8d^2}.$$

For $p_x$, the wave changes from $\sin(2\pi x/d)$ to $\sin(\pi x/d)$, and the level falls:

$$-4V_{pp\sigma}=\frac{\pi^2}{2d^2}-\frac{2\pi^2}{d^2}=-\frac{3\pi^2}{2d^2}
\quad\Rightarrow\quad V_{pp\sigma}=\frac{3\pi^2}{8d^2}.$$

For $p_y$, the bonds along $x$ are of π type, so the factor multiplying $c_x$ is $2V_{pp\pi}$. The wave changes from $\sin(2\pi y/d)$ to $\cos(\pi x/d)\sin(2\pi y/d)$:

$$-4V_{pp\pi}=\left(\frac{\pi^2}{2d^2}+\frac{2\pi^2}{d^2}\right)-\frac{2\pi^2}{d^2}=\frac{\pi^2}{2d^2}
\quad\Rightarrow\quad V_{pp\pi}=-\frac{\pi^2}{8d^2}.$$

Restoring $\hbar$ and $m$ replaces $1/d^2$ by $\hbar^2/(md^2)$. The positive sign of $V_{pp\sigma}$ has a direct meaning. At $\Gamma$ all $p_x$ orbitals point the same way, so lobes of opposite sign face each other along $x$ and the wave has an extra node between neighbours. At $X$ the orientation alternates and that node is gone.

## Agreement at the other symmetry points

The match used two points, but the rule covers eight. At these points $c_i=\pm1$, and the energies per axis can be written as

$$e_{\rm even}=\frac{\pi^2}{4d^2}(1-c_i),\qquad
e_{\rm odd}=\frac{\pi^2}{4d^2}(5+3c_i).$$

Setting $c_i=\pm1$ recovers the four energies listed above. Adding the axes gives

$$\begin{aligned}
E_s&=\frac{\pi^2}{4d^2}\,[\,3-(c_x+c_y+c_z)\,],\\
E_{p_x}&=\frac{\pi^2}{4d^2}\,[\,7+3c_x-(c_y+c_z)\,].
\end{aligned}$$

These have the same form as $H_{ss}$ and $H_{xx}$. Comparing coefficients returns the same three couplings, now without residual at all eight points, and fixes

$$\varepsilon_s=\frac{3\pi^2}{4d^2},\qquad \varepsilon_p=\frac{7\pi^2}{4d^2},\qquad
\varepsilon_p-\varepsilon_s=\frac{\pi^2}{d^2}.$$

The last relation describes free electrons sorted by parity. A real atom has its own s–p separation, which does not vanish as $d$ grows. An implementation may use atomic on-site energies with the three couplings, because the couplings came from differences within one orbital type. The absolute match of s to p levels is then lost.

## What the coefficients contain

A free-electron band is not a single cosine, so a nearest-neighbour coupling must stand in for longer-range ones. Along one axis, let $\theta=k_id$ and expand a band as $E(\theta)=t_0+2\sum_{n\ge1}t_n\cos n\theta$, where $t_n$ couples sites $n$ spacings apart. Then $t_n=\frac1\pi\int_0^\pi E\cos n\theta\,d\theta$.

The first band is $\theta^2/(2d^2)$. The second is $(2\pi-\theta)^2/(2d^2)$, which the substitution $q=2\pi-\theta$ turns into $q^2/(2d^2)$ on the interval from $\pi$ to $2\pi$, with $\cos n\theta=\cos nq$. Both integrals use

$$\int\frac{q^2}{2}\cos nq\,dq=\frac{q^2\sin nq}{2n}+\frac{q\cos nq}{n^2}-\frac{\sin nq}{n^3}.$$

The sines vanish at the limits, which leaves

$$t_n^{(1)}=\frac{(-1)^n}{n^2d^2},\qquad
t_n^{(2)}=\frac{2-(-1)^n}{n^2d^2}.$$

Along $x$ the first band joins the s levels at $\Gamma$ and $X$, and the second joins the $p_x$ levels. When each band is expanded on its own, with no s–p coupling, the nearest-neighbour couplings are thus $-1/d^2$ and $3/d^2$. The match, however, fixes the difference $E(0)-E(\pi)$. It equals $4V$ in the nearest-neighbour model and $4\sum_{n\ \rm odd}t_n$ in the full series, since even terms cancel. Hence $V=\sum_{n\ \rm odd}t_n$. For the first band $E(0)-E(\pi)=-\pi^2/(2d^2)$, which also shows that $\sum_{n\ \rm odd}1/n^2=\pi^2/8$. The sums are then $-\pi^2/(8d^2)$ and $3\pi^2/(8d^2)$. The fitted couplings have absorbed the odd neighbours farther along the same axis, so adding those couplings without refitting would count them twice. The even ones cancel in this difference and are absorbed by the matched on-site energies instead.

## The s–p coupling

The symmetry points leave $V_{sp\sigma}$ undetermined. One usable condition is that the lowest band has unit mass at $\Gamma$. For small $k$ along $x$, the diagonal s energy rises by

$$2V_{ss\sigma}(\cos kd-1)\simeq-V_{ss\sigma}k^2d^2=\frac{\pi^2}{8}k^2 .$$

The p level at $\Gamma$ lies $2\pi^2/d^2$ higher and pushes the s level down. To second order in the coupling $2V_{sp\sigma}kd$ the shift is

$$-\frac{4V_{sp\sigma}^2k^2d^2}{2\pi^2/d^2}=-\frac{2V_{sp\sigma}^2d^4}{\pi^2}k^2 .$$

Setting the total equal to $k^2/2$ gives

$$V_{sp\sigma}^2d^4=\frac{\pi^2}{2}\left(\frac{\pi^2}{8}-\frac12\right)
=\frac{\pi^2}{4}\left(\frac{\pi^2}{4}-1\right),$$

$$V_{sp\sigma}=\frac{\pi}{2}\sqrt{\frac{\pi^2}{4}-1}\;\frac{1}{d^2}\approx\frac{1.903}{d^2}.$$

Without this coupling the mass would follow from $1/(2m^*)=\pi^2/8$, so $m^*=4/\pi^2\approx0.405$. The result for $V_{sp\sigma}$ relies on the matched gap $2\pi^2/d^2$. A common shift of $\varepsilon_s$ and $\varepsilon_p$ leaves the mass unchanged. If on-site energies with a different separation $\varepsilon_p-\varepsilon_s$ are inserted, the gap and the mass change, and the condition must be solved again.

## Worked numbers for a model crystal

Take $d=5$ bohr, a round model value. The energy unit is $1/d^2=0.04$ hartree. The free levels at $\Gamma$ and $X$ are 0 and 0.19739 hartree for s, 0.78957 and 0.19739 hartree for $p_x$, and 0.78957 and 0.98696 hartree for $p_y$. Hence

$$\begin{aligned}
V_{ss\sigma}&=-\tfrac14(0.19739-0)=-0.0493\ \text{hartree},\\
V_{pp\sigma}&=-\tfrac14(0.19739-0.78957)=0.1480\ \text{hartree},\\
V_{pp\pi}&=-\tfrac14(0.98696-0.78957)=-0.0493\ \text{hartree}.
\end{aligned}$$

In electronvolts these are −1.34, 4.03 and −1.34. At 6 bohr each is multiplied by $(5/6)^2=0.694$, giving −0.0343, 0.1028 and −0.0343 hartree. The numerical check fits five parameters to 32 levels obtained from plane waves sorted by parity, separately at each spacing, and finds a residual below $10^{-10}$ hartree.

The s–p coupling is $1.903\times0.04=0.0761$ hartree.

## Error between the symmetry points

Halfway from $\Gamma$ to $X$, $c_x=0$ and $\sin k_xd=1$. The diagonal elements are

$$\begin{aligned}
H_{ss}&=\varepsilon_s+4V_{ss\sigma}=\frac{\pi^2}{4d^2},\\
H_{xx}&=\varepsilon_p+4V_{pp\pi}=\frac{5\pi^2}{4d^2}.
\end{aligned}$$

Their sum is $3\pi^2/(2d^2)$. The two lowest free waves along this line have $q=\pi/(2d)$ and $q=-3\pi/(2d)$, with energies $\pi^2/(8d^2)$ and $9\pi^2/(8d^2)$ and sum $5\pi^2/(4d^2)$. The model sum is 20% above the free one. No choice of $V_{sp\sigma}$ removes this error, because an off-diagonal element does not change the trace.

At $d=5$ bohr, the mean of the diagonal elements is 0.2961 hartree, half their difference is 0.1974 hartree, and the coupling is $2V_{sp\sigma}=0.1522$ hartree. The levels are

$$0.2961\mp\sqrt{0.1974^2+0.1522^2}=0.0468\ \text{and}\ 0.5454\ \text{hartree}.$$

The free values are 0.0493 and 0.4441 hartree. Relative to these, the lower level is 5% too low and the upper one 23% too high. The model therefore follows the lower band much better than the upper one at this point.

## Other lattices, including the tetrahedral one

The same reasoning gives $1/d^2$ in any lattice that is scaled uniformly, since all free-electron wave vectors scale as $1/d$. The coefficient changes, as the s coupling shows.

**Face-centred cubic.** The cubic edge is $a=\sqrt2\,d$, and the sum of $\cos\mathbf k\cdot\mathbf R$ over the twelve neighbours is 12 at $\Gamma$. At the zone-boundary point $(2\pi/a,0,0)$ it is −4, and the free energy is $\tfrac12(2\pi/a)^2=\pi^2/d^2$. Thus $-16V_{ss\sigma}=\pi^2/d^2$ and $V_{ss\sigma}=-\pi^2/(16d^2)$. At $(\pi/a)(1,1,1)$ the sum is 0 and the energy is $3\pi^2/(4d^2)$, so $-12V_{ss\sigma}=3\pi^2/(4d^2)$, which gives the same value. At both points $\mathbf k$ and $-\mathbf k$ differ by a reciprocal-lattice vector, so inversion through an atom separates s (even) from p (odd), and the even wave $\cos\mathbf k\cdot\mathbf r$ has the energy used. The agreement does not extend to every symmetry point. At the zone corner $(2\pi/a)(1,\tfrac12,0)$ the s–p elements also cancel and the neighbour sum is again −4. The lowest free level there, which includes an s-type combination, is $\tfrac12(2\pi/a)^2\cdot\tfrac54=5\pi^2/(4d^2)$. Matching it would give $-5\pi^2/(64d^2)$, so in this lattice the coefficient depends on the points chosen.

**Diamond.** Here $a=4d/\sqrt3$, and each atom has four neighbours, all on the other sublattice. At $\Gamma$ the s–p terms cancel because the four bond vectors add to zero. The s levels are $\varepsilon_s+4V_{ss\sigma}$ (bonding) and $\varepsilon_s-4V_{ss\sigma}$ (antibonding). The bonding level matches the constant wave, at energy 0. The antibonding wave must have the tetrahedral symmetry of an s orbital about each atom and be odd under inversion through a bond centre.

The constant wave is even, so the next shell, $\mathbf G=(2\pi/a)(\pm1,\pm1,\pm1)$, is the first candidate. Let $F$ be the sum of $e^{i\mathbf G\cdot\mathbf r}$ over the four members whose signs have product $+1$. The tetrahedral operations about the atom at the origin permute these four vectors, so they leave $F$ and $F^*$ unchanged. For a wave that is even or odd under inversion through the bond centre, the same symmetry then holds about the other atom. Inversion through the bond centre is $\mathbf r\to\boldsymbol\tau-\mathbf r$ with $\boldsymbol\tau=(a/4)(1,1,1)$. Each of the four has $e^{i\mathbf G\cdot\boldsymbol\tau}=-i$, so $F\to-iF^*$ and $F^*\to iF$. Then $F+iF^*\to-(F+iF^*)$, which is the required odd wave. Its energy is

$$\frac12\cdot3\left(\frac{2\pi}{a}\right)^2=\frac{6\pi^2}{a^2}=\frac{9\pi^2}{8d^2}.$$

Therefore $-8V_{ss\sigma}=9\pi^2/(8d^2)$, and $V_{ss\sigma}=-9\pi^2/(64d^2)\approx-1.388/d^2$. This is 12.5% larger in magnitude than the simple-cubic value. The p couplings of a tetrahedral crystal need their own match, which is not made here.

## Conditions for use

For uniform scaling of one structure within this constant-potential model, the law gives $dV/dd=-2V/d$, which is the derivative that enters the couplings' contribution to the pressure; on-site energies that depend on $d$, such as the matched ones, contribute separately. Applying it to single bonds in a distorted crystal, or carrying coefficients from one structure to another, is a further assumption that this derivation does not justify.

The law also presumes that the bands are close to free-electron bands, and closeness at one spacing does not secure the derivative, because the crystal potential changes with strain as well. In silicon the s bonding–antibonding splitting at $\Gamma$ lies within about 10% of $9\pi^2/(8d^2)$, yet it changes under uniform strain considerably faster than $d^{-2}$. For pressures or deformation potentials of a real material the exponent should be fitted to that material. For well-separated atoms the couplings depend on the overlap of orbital tails, which decay exponentially, so an inverse-square law then makes them too large. A code that allows large separations needs a cutoff or a different distance function there, fitted to calculations for the material concerned.

## Table of computed values

```
spacing d: 5.0 bohr
energy unit hbar^2/(m d^2): 0.04000 hartree
free s level at Gamma: 0.00000 hartree
free s level at X: 0.19739 hartree
free p level at Gamma: 0.78957 hartree
free px level at X: 0.19739 hartree
free py level at X: 0.98696 hartree
levels matched: 32, parameters: 5
largest residual below 1e-10 hartree: True
V_ss_sigma coefficient: -1.23370 hbar^2/(m d^2)
V_ss_sigma: -0.04935 hartree
V_ss_sigma converted: -1.343 eV
V_pp_sigma coefficient: 3.70110 hbar^2/(m d^2)
V_pp_sigma: 0.14804 hartree
V_pp_sigma converted: 4.028 eV
V_pp_pi coefficient: -1.23370 hbar^2/(m d^2)
V_pp_pi: -0.04935 hartree
V_pp_pi converted: -1.343 eV
eps_s above constant potential: 0.29609 hartree
eps_p above constant potential: 0.69087 hartree
eps_p - eps_s: 0.39478 hartree
second spacing: 6.0 bohr
V_ss_sigma at second spacing: -0.03427 hartree
V_pp_sigma at second spacing: 0.10281 hartree
V_pp_pi at second spacing: -0.03427 hartree
distance exponent from both spacings: -2.00000 (no unit)
Fourier couplings n=1, first and second band: -1.00000, 3.00000 hbar^2/(m d^2)
Fourier couplings n=2, first and second band: 0.25000, 0.25000 hbar^2/(m d^2)
Fourier couplings n=3, first and second band: -0.11111, 0.33333 hbar^2/(m d^2)
odd-n sum, first band: -1.23370 hbar^2/(m d^2)
odd-n sum, second band: 3.70110 hbar^2/(m d^2)
V_sp_sigma coefficient: 1.90281 hbar^2/(m d^2)
V_sp_sigma: 0.07611 hartree
bottom mass with V_sp_sigma: 1.0000 electron masses
bottom mass without V_sp_sigma: 0.4053 electron masses
midpoint lower level, tight binding: 0.04682 hartree
midpoint lower level, free: 0.04935 hartree
midpoint upper level, tight binding: 0.54536 hartree
midpoint upper level, free: 0.44413 hartree
midpoint pair sum, tight binding: 0.59218 hartree
midpoint pair sum, free: 0.49348 hartree
fcc V_ss_sigma coefficient from X: -0.61685 hbar^2/(m d^2)
fcc V_ss_sigma coefficient from L: -0.61685 hbar^2/(m d^2)
diamond s splitting at Gamma: 11.10330 hbar^2/(m d^2)
diamond V_ss_sigma coefficient: -1.38791 hbar^2/(m d^2)
```
